# Mean waiting times in kinetic Monte Carlo: mean kept, variance lost

**Question.** A kinetic Monte Carlo simulation of a surface reaction draws a random waiting time before each event. Suppose that each draw is replaced by the mean of its distribution, so that the clock advances by a definite amount in every state. For a fixed reaction sequence, why does the mean completion time survive this change while its variance disappears, and why is the lost variance physical rather than numerical noise?

**Answer.** The reason lies in what one waiting time is, so we begin with a single state of the surface.

## One wait

Let the surface be in a state from which several events are possible, with rates $k_a, k_b,\dots$ that do not change with time. Their sum is the total escape rate $R$. In a short interval $dt$ the state is left with probability $R\,dt$, however long it has already lasted. The probability $S(t)$ that it still survives at time $t$ therefore obeys

$$S(t+dt)=S(t)(1-R\,dt),\qquad \frac{dS}{dt}=-RS .$$

With $S(0)=1$ this gives $S(t)=e^{-Rt}$. The density of the waiting time $\tau$ is the rate at which survival is lost, $-dS/dt=Re^{-Rt}$. Integration by parts gives its first two moments:

$$\langle\tau\rangle=\int_0^\infty tRe^{-Rt}dt=\left[-te^{-Rt}\right]_0^\infty+\int_0^\infty e^{-Rt}dt=\frac1R ,$$

$$\langle\tau^2\rangle=\int_0^\infty t^2Re^{-Rt}dt=2\int_0^\infty te^{-Rt}dt=\frac{2}{R}\langle\tau\rangle=\frac{2}{R^2}.$$

The boundary terms vanish at both ends. The variance is

$$\mathrm{Var}\,\tau=\frac{2}{R^2}-\frac1{R^2}=\frac1{R^2}.$$

The standard deviation of a wait is thus as large as its mean. This spread belongs to the physics of a memoryless event: identical surfaces, prepared in the same state, leave it at different times. The simulation reproduces it by drawing $u$ uniformly between 0 and 1 and setting $\tau=-\ln u/R$. This is the right recipe because $\tau>t$ means $u<e^{-Rt}$, which has probability $e^{-Rt}$.

## Does fixing the sequence fix the times?

One might expect that once we know which events occurred, little randomness is left. To see what remains, consider the probability that event $a$ occurs first, and does so between $t$ and $t+dt$. Nothing must have happened before $t$, and then $a$ must happen:

$$e^{-Rt}\,k_a\,dt=\frac{k_a}{R}\;\times\;Re^{-Rt}dt .$$

The first factor is the probability that $a$ wins. The second is the waiting-time density found above, and it does not depend on which event won. The choice of event and the length of the wait are independent. Knowing the winner tells us nothing about the wait.

In particular, when $a$ is the next event, the mean wait before it is $1/R$, not $1/k_a$. Take $k_a=2.0\ \mathrm{s^{-1}}$ and $k_b=3.0\ \mathrm{s^{-1}}$. Event $a$ wins with probability $2/5=0.40$, and when it wins, the mean wait is $1/5=0.20$ s. The value $1/k_a=0.50$ s would apply if $b$ were impossible. With $b$ present, the late occurrences of $a$ are mostly forestalled.

For a whole sequence of $M$ steps we multiply such factors, since after each event the future depends on the new state alone:

$$\prod_{j=1}^{M}k_{a_j}e^{-R_jt_j}=\prod_{j=1}^{M}\frac{k_{a_j}}{R_j}\;\times\;\prod_{j=1}^{M}R_je^{-R_jt_j}.$$

Here $R_j$ is the total escape rate of the $j$th state and $a_j$ is the event that ends it. The first product is the probability of the sequence. Dividing by it leaves the second product, the joint density of the waits when the sequence is given. It is a product of separate exponentials, so the waits are still random and are independent of one another.

## Why the mean survives and the variance does not

The completion time is $T=\sum_j\tau_j$. Averages of sums are sums of averages, so

$$\langle T\rangle=\sum_{j=1}^{M}\frac1{R_j}.\tag{1}$$

The mean clock adds precisely these terms. It cannot change the mean, because the mean of $T$ uses no property of the waits except their means.

For the variance, write each wait as its mean plus a deviation, $\tau_j=1/R_j+\delta_j$ with $\langle\delta_j\rangle=0$. Then $T-\langle T\rangle=\sum_j\delta_j$, and

$$\mathrm{Var}\,T=\Big\langle\Big(\sum_j\delta_j\Big)^2\Big\rangle=\sum_j\langle\delta_j^2\rangle+\sum_{i\ne j}\langle\delta_i\delta_j\rangle .$$

Because the waits are independent, $\langle\delta_i\delta_j\rangle=\langle\delta_i\rangle\langle\delta_j\rangle=0$ for $i\neq j$. The squares remain:

$$\mathrm{Var}\,T=\sum_{j=1}^{M}\frac1{R_j^2}.\tag{2}$$

The mean clock sets every $\delta_j$ to zero. In (1) this is harmless, since the deviations average to zero over many runs. In (2) it is fatal, since their squares do not. Every repetition of the same sequence now ends at the same instant, and the variance is zero.

A four-step sequence with total rates 3.0, 1.0, 0.5 and 2.0 s$^{-1}$ shows the difference. Equations (1) and (2) give

$$\langle T\rangle=0.333+1+2+0.5=3.833\ \mathrm{s},$$

$$\mathrm{Var}\,T=0.111+1+4+0.25=5.361\ \mathrm{s^2}.$$

Following the occupation probabilities of the four states in time, without using either sum, gives the same two values. The true standard deviation is 2.3 s; the mean clock reports none.

## Do many steps make the loss harmless?

They can make it small relative to the mean, but there is a limit to how fast. Let $w_j=1/R_j$. The Cauchy–Schwarz inequality, applied to the lists $(1,\dots,1)$ and $(w_1,\dots,w_M)$, reads $(\sum_jw_j)^2\le M\sum_jw_j^2$. Hence

$$\frac{\mathrm{Var}\,T}{\langle T\rangle^2}\ge\frac1M ,\tag{3}$$

with equality when all total rates are equal. A sequence of 100 steps has a relative standard deviation of at least 10%. If a few slow steps dominate the sum, the spread is larger, because squaring gives long waits more weight. The four-step sequence has $5.361/3.833^2=0.36$, against the minimum of 0.25.

## A surface example

Consider the dose step of an atomic layer etching cycle, in which F$_2$ gas fluorinates a surface before the modified layer is removed. The model patch has $N=100$ equivalent sites. An F$_2$ molecule that reacts leaves one F atom on the site it struck, and the other atom departs. Filled sites stay filled, and each empty site is filled at the same constant rate $k$.

With $n$ sites empty, the total rate is $nk$, whichever sites they are. The positions filled differ from run to run, but the list of total rates is always $100k,\,99k,\dots,k$. For the clock this is a fixed sequence, and (1) and (2) become

$$\langle T\rangle=\frac1k\sum_{n=1}^{N}\frac1n,\qquad \mathrm{Var}\,T=\frac1{k^2}\sum_{n=1}^{N}\frac1{n^2}.\tag{4}$$

The rate $k$ follows from the gas. A gas at pressure $p$ and temperature $\Theta$ has number density $p/k_B\Theta$. The velocity component towards the surface has a Gaussian distribution of variance $k_B\Theta/m$, where $m$ is the molecular mass. Counting the molecules that move towards the surface, each weighted by its speed, gives the flux

$$F=\frac{p}{k_B\Theta}\sqrt{\frac{k_B\Theta}{m}}\int_0^\infty\frac{v\,e^{-v^2/2}}{\sqrt{2\pi}}dv=\frac{p}{\sqrt{2\pi mk_B\Theta}},$$

because the integral equals $1/\sqrt{2\pi}$. At 0.10 Torr and 500 K this is $2.549\times10^5\ \mathrm{nm^{-2}\,s^{-1}}$. With a site area of $0.10\ \mathrm{nm^2}$ and a reaction probability of $10^{-4}$ per hit,

$$k=2.549\times10^5\times0.10\times10^{-4}=2.55\ \mathrm{s^{-1}}.$$

The sums in (4) are 5.19 and 1.635, so

$$\langle T\rangle=\frac{5.19}{2.55\ \mathrm{s^{-1}}}=2.04\ \mathrm{s},\qquad \sqrt{\mathrm{Var}\,T}=\frac{\sqrt{1.635}}{2.55\ \mathrm{s^{-1}}}=0.50\ \mathrm{s}.$$

The relative standard deviation is 24.6%, well above the 10% that 100 equal steps would give. The last site contributes most of the variance. Its mean wait, $1/k=0.39$ s, is 19% of the mean completion time, but its variance, $1/k^2$, is 61% of the total variance.

A lattice simulation of 4000 runs, with sites chosen at random, gave a mean of 2.039 s with a standard error of 0.008 s, and a standard deviation of 0.508 s. The mean clock, run on the same histories, had a standard deviation of zero.

Larger patches help slowly. Since $1/n^2<1/(n-1)-1/n$ for $n\ge2$, the second sum in (4) stays between 1 and 2 for every $N$. Comparison with the area under $1/x$ puts the first sum between $\ln(N+1)$ and $1+\ln N$. The absolute spread therefore stays bounded while the mean grows logarithmically, and the relative spread falls as $1/\ln N$, not as $1/\sqrt N$.

## What the lost variance does to a prediction

Suppose that the simulation is used to choose the dose time. On the mean clock, no patch is complete before 2.04 s and every patch is complete from then on. The true distribution follows from viewing the same process site by site. Each site is independently still empty at time $t$ with probability $e^{-kt}$, so the whole patch is full with probability

$$P(T\le t)=\left(1-e^{-kt}\right)^N .\tag{5}$$

At the mean completion time, $t=2.0355$ s before rounding, this is 57%. The other 43% of patches still have at least one empty site when the mean clock declares them finished. The average number of empty sites is $Ne^{-kt}=0.56$ per patch, or about 0.6% of the sites. An error that is slight for the average coverage is thus large for the fraction of perfect patches.

To have 99% of patches full, set (5) equal to 0.99 and solve for the time:

$$e^{-kt}=1-0.99^{1/N},\qquad t_{99}=-\frac1k\ln\left(1-0.99^{1/N}\right)=3.61\ \mathrm{s}.$$

This is 1.8 times the mean. The completion time on the mean clock does not reveal this margin by itself; the individual rates $R_j$ are needed as well.

## When the path itself is random

In many lattice models the list of total rates differs between runs. For each path define

$$A=\sum_j\frac1{R_j},\qquad V=\sum_j\frac1{R_j^2}.$$

For a given path, the results above say that $T$ has mean $A$ and variance $V$, so its mean square is $V+A^2$. Averaging over paths gives $\langle T\rangle=\langle A\rangle$ and

$$\mathrm{Var}\,T=\langle V+A^2\rangle-\langle A\rangle^2=\langle V\rangle+\mathrm{Var}\,A.\tag{6}$$

The mean clock returns $A$. It keeps the correct mean and the part $\mathrm{Var}\,A$ that comes from the choice of path, and it loses $\langle V\rangle$. All variance is lost only when $A$ is the same for every path, as it is for a fixed sequence.

A ring of five sites with filling rates 1.0, 2.0, 0.5, 3.0 and 1.5 s$^{-1}$ illustrates this. In half of the reactions the second atom tries a randomly chosen neighbour and fills it if it is empty. Summing over all paths gives $\mathrm{Var}\,A=0.696\ \mathrm{s^2}$ and $\langle V\rangle=2.043\ \mathrm{s^2}$. Their sum, $2.739\ \mathrm{s^2}$, agrees with the variance obtained from the rate equations of the ring without listing paths. Here the mean clock keeps 25% of the variance.

Equation (6) also supplies a remedy. A run can add $1/R_j$ to one register and $1/R_j^2$ to another. The average of the second register plus the variance of the first is the true variance. If the mean alone is wanted, the mean clock is even the better tool: $\mathrm{Var}\,A\le\mathrm{Var}\,T$, so the same number of independent runs gives no larger sampling error. For probabilities such as (5), the random waits should be kept or the distribution calculated separately.

## When even the mean fails

Equation (1) assumed rates that do not depend on the time of day, so to speak: a wait had the same mean whenever it began. A gas pulse that ends breaks this assumption. Take two successive steps, each with rate $1.0\ \mathrm{s^{-1}}$ until $t=1.0$ s and $0.1\ \mathrm{s^{-1}}$ afterwards. Measure times in seconds, and let $w(s)$ be the mean wait of a step that begins at time $s$. The mean of a positive time is the integral of its survival probability, by the same integration by parts as before. For $s<1$,

$$w(s)=\int_0^{1-s}e^{-x}dx+e^{-(1-s)}\times10=1+9e^{-(1-s)},$$

where 10 is the mean remaining wait once the rate has dropped. For $s\ge1$, $w=10$.

The mean clock puts the first event at $w(0)=1+9/e=4.31$. This lies after the drop, so the second step adds 10, and the total is 14.31 s. In reality the first event often occurs before the drop, and the second step then has a chance to be fast. Averaging $w$ over the true time of the first event gives

$$\int_0^1e^{-s}\left[1+9e^{-(1-s)}\right]ds+\frac{10}{e}=\left(1-\frac1e\right)+\frac9e+\frac{10}{e}=1+\frac{18}{e}.$$

Adding $w(0)$ gives the true mean, $2+27/e=11.93$ s. The mean clock is 20% too long. The average of $w$ over starting times is not $w$ at the average starting time, because $w$ is not a straight line.

## How far the example stands from a real dose step

The pressure, temperature and site area are round values chosen for illustration. The reaction probability is also an assumption: it can depend on the surface and its fluorine coverage, and $10^{-4}$ was chosen to give a dose of a few seconds. Changing $k$ rescales all times in (4) together and leaves the 24.6% unchanged.

Of the effects examined, at the sizes assumed here, a difference between sites changes the result most. Suppose that the barriers are drawn independently for every site of every patch, with a Gaussian standard deviation of 0.02 eV, the median rate being held at $k$. The mean completion time rises from 2.04 to 3.07 s, and the standard deviation from 0.50 to 1.16 s. The total rate then depends on which sites are left, so (6) replaces (2).

The other effects examined are smaller, each taken alone for an assumed size:

- If a neighbour is offered the second F atom in half of the reactions, the mean falls to 1.86 s and the standard deviation stays at 0.50 s. The list of total rates is now random, but the mean clock keeps only about 1% of the variance.
- If the pressure approaches its final value exponentially with a time constant of 0.1 s, the true mean rises by 0.10 s to 2.14 s. The spread hardly changes, because nearly all patches finish long after the rise and are delayed by the same amount.
- If the reaction has a barrier of 0.2 eV, a surface 5 K hotter has a rate 4.7% higher at the same gas flux, which shortens both the mean and the standard deviation by about 4.5%.
- If bound F is lost over a barrier of 2.0 eV with a prefactor of $10^{13}\ \mathrm{s^{-1}}$, about $10^{-5}$ atoms leave a full patch in 2.04 s, which is negligible.

A change of the reaction probability as the surface fills, fluorination below the surface, removal of the products and gas transport into deep features are outside the model. The numerical output below lists the values used here.

## Numbers as computed

```
COMPETING EVENTS
Rate of event a: 2.0 1/s
Rate of event b: 3.0 1/s
Probability that a wins: 0.4000
Mean wait when a wins: 0.2000 s
FOUR-STEP SEQUENCE
Total rates (1/s): 3.0, 1.0, 0.5, 2.0
Mean from master equation: 3.8333 s
Variance from master equation: 5.3611 s^2
Smallest var/mean^2, four steps: 0.2500
RANDOM PATHS, FIVE-SITE RING
Site rates (1/s): 1.0, 2.0, 0.5, 3.0, 1.5
Capture probability: 0.50
Mean completion time: 1.8462 s
True variance: 2.7394 s^2
Variance kept by mean clock: 0.6963 s^2
Variance lost by mean clock: 2.0431 s^2
TWO STEPS, RATE DROPS WITH TIME
Rate: 1.0 then 0.1 1/s, switch at 1.0 s
True mean completion time: 11.93 s
Mean-clock completion time: 14.31 s
F2 DOSE ON A MODEL PATCH
Pressure: 0.10 Torr
Temperature: 500 K
Site area: 0.10 nm^2
Reaction probability per hit: 1.0e-04
Number of sites: 100
F2 flux: 2.549e+05 1/(nm^2 s)
Filling rate per site k: 2.5485 1/s
Mean completion time, both clocks: 2.0355 s
True variance: 0.2517 s^2
True standard deviation: 0.5017 s
Relative standard deviation: 24.6 %
Last site's share of mean: 19.3 %
Last site's share of variance: 61.2 %
Patches full at mean time: 57.1 %
Mean empty sites at mean time: 0.5587
Dose time for 99% full patches: 3.6121 s
Simulation runs: 4000
Simulated mean: 2.0385 s
Standard error of simulated mean: 0.0080 s
Simulated standard deviation: 0.5080 s
Mean-clock standard deviation: 0.0000 s
NEGLECTED EFFECTS (ASSUMED SIZES)
Capture 0.5: mean 1.863 s, sd 0.501 s
Variance share mean clock keeps: 1.34 %
Barrier spread 0.02 eV: mean 3.072 s, sd 1.157 s
Valve rise 0.1 s: mean 2.135 s, sd 0.502 s
5 K error, 0.2 eV barrier: rate change 4.7 %
Loss barrier 2.0 eV, prefactor 1e+13 1/s
Bound F lost per patch in mean time: 1.4e-05 atoms
```
